# Born self-energy at the band centre of a disordered chain

## Problem

An electron moves on an infinite chain with one orbital per site, spacing \(a\) and nearest-neighbour hopping \(t>0\). The site energies are disordered:

\[
H=H_0+V,\qquad H_0=-t\sum_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big),\qquad V=\sum_n\varepsilon_n|n\rangle\langle n| .
\]

The \(\varepsilon_n\) are independent and uniformly distributed between \(-W/2\) and \(W/2\), so \(W\) is the full width of the distribution. Without disorder the energies are \(E_k=-2t\cos k\), with \(k\) the phase advance per site. The band runs from \(-2t\) to \(2t\), and its centre is \(E=0\).

1. Estimate how the disorder broadens a Bloch state at the band centre.
2. Calculate the imaginary magnitude \(\Gamma=|\mathrm{Im}\,\Sigma|\) of the retarded self-energy there in the Born approximation, that is, to second order in \(V\) with the clean propagator inside.
3. For \(t=0.50\) eV, \(W=0.30\) eV and \(a=0.33\) nm, find \(\Gamma\), the lifetime and the mean free path.
4. Decide where the Born value can be trusted.

## First estimate by scaling

The average of \(V\) is zero, so a term linear in \(W\) cannot broaden the level. The first candidate is quadratic. A self-energy is an energy, and the only other energy at the band centre is \(t\), so

\[
\Gamma\sim \frac{W^2}{t}=\frac{(0.30)^2}{0.50}\ \text{eV}=180\ \text{meV}.
\]

This fixes the dependence on \(W\) and \(t\), but not the number in front.

The golden rule gives a better estimate. A state decays at the rate \((2\pi/\hbar)\,\overline{V^2}\rho\), where \(\overline{V^2}\) is a typical squared site energy and \(\rho\) is the density of states per site. The amplitude decays at half the rate of the probability, so \(\Gamma\approx\pi\overline{V^2}\rho\). The mean of \(|\varepsilon_n|\) is \(W/4\). One state per site spread evenly over a band of width \(4t\) gives \(\rho\approx1/(4t)\). Then

\[
\Gamma\approx\pi\,\frac{W^2}{16}\,\frac1{4t}=\frac{\pi}{64}\frac{W^2}{t}\approx0.049\,\frac{W^2}{t}\approx 8.8\ \text{meV}.
\]

Two guesses remain in this number: the squared mean magnitude stands in for the variance, and a flat band stands in for the true density of states.

## Exact evaluation of the Born term

### The disorder average

The distribution has constant density \(1/W\). Its mean vanishes by symmetry, and its variance is

\[
\sigma^2=\frac1W\int_{-W/2}^{W/2}\varepsilon^2\,d\varepsilon
=\frac1W\cdot\frac23\left(\frac W2\right)^3=\frac{W^2}{12}.
\]

Because different sites are independent, \(\langle\varepsilon_n\varepsilon_m\rangle=\sigma^2\delta_{nm}\).

Let \(G_0=(E+i\eta-H_0)^{-1}\) with \(\eta>0\), which selects the retarded solution. The full propagator is expanded in \(V\) and averaged:

\[
\langle G\rangle=G_0+G_0\langle V\rangle G_0+G_0\langle VG_0V\rangle G_0+\dots
\]

The self-energy is defined by \(\langle G\rangle=G_0+G_0\Sigma\langle G\rangle\), whose expansion begins with \(G_0+G_0\Sigma G_0\). The linear term vanishes, so comparison at second order gives \(\Sigma=\langle VG_0V\rangle\). In the site basis,

\[
\Sigma_{nm}=\langle\varepsilon_n\varepsilon_m\rangle\,G_0(n,m)=\sigma^2\,\delta_{nm}\,g,\qquad g=G_0(n,n).
\]

A self-energy proportional to the unit matrix has the same value for every \(k\). This follows from the independence of the sites; correlated site energies would make it depend on \(k\).

### The clean local propagator

By translation symmetry \(G_0(n,m)\) depends on \(n-m\) alone, and is written \(G_0(m)\) for a separation of \(m\) sites. At energy \(i\eta\), the equation \((i\eta-H_0)G_0=1\) reads

\[
i\eta\,G_0(m)+t\,[G_0(m+1)+G_0(m-1)]=\delta_{m0}.
\]

The plus sign before \(t\) comes from subtracting \(H_0\), which itself carries \(-t\). Try \(G_0(m)=A z^{|m|}\) with \(|z|<1\), so that the response decays with distance. For \(m\ne0\),

\[
i\eta+t\left(z+\frac1z\right)=0 .
\]

Put \(z=ir\) with \(r\) real. Since \(1/(ir)=-i/r\), this becomes \(1/r-r=\eta/t\), or \(r^2+(\eta/t)r-1=0\). The root between 0 and 1 is

\[
r=\frac{-\eta+\sqrt{\eta^2+4t^2}}{2t}.
\]

The product of the roots is \(-1\), so the other root has magnitude above 1 and would grow with distance. The equation at \(m=0\) fixes the amplitude:

\[
1=A(i\eta+2tz)=iA(\eta+2tr)=iA\sqrt{\eta^2+4t^2},
\qquad A=\frac{-i}{\sqrt{\eta^2+4t^2}} .
\]

Since \(g=G_0(0)=A\), the limit \(\eta\to0^+\) gives

\[
g=-\frac{i}{2t}.
\]

At \(E=0\) the real part must be zero because the clean spectrum is symmetric: the level shifts due to states above and below cancel. In the chain it vanishes for \(\eta\to0^+\) at every energy inside the band, as the general solution below shows. The negative imaginary part is that of a decaying retarded response.

### Result and numbers

The two factors combine to

\[
\Sigma=\sigma^2 g=\frac{W^2}{12}\left(-\frac{i}{2t}\right)=-\frac{iW^2}{24t},
\qquad
\boxed{\Gamma=\frac{W^2}{24t}} .
\]

The 12 comes from the variance of a uniform distribution and the 2 from the local propagator. If \(W\) denoted the half-width instead, the variance would be \(W^2/3\) and the result \(W^2/(6t)\). For any independent site disorder with zero mean and variance \(\sigma^2\), the Born result is \(\sigma^2/(2t)\).

For the given parameters \(\sigma^2=0.0900/12=0.00750\ \text{eV}^2\), an rms site energy of 86.6 meV, and \(g=-i/(1.00\ \text{eV})\). Hence

\[
\Gamma=\frac{0.00750\ \text{eV}^2}{1.00\ \text{eV}}=7.50\ \text{meV}.
\]

### Lifetime and mean free path

With this self-energy the averaged propagator of a Bloch state is \(1/(E-E_k+i\Gamma)\), if \(\Gamma\) is taken as constant across the line. The spectral function is then a Lorentzian,

\[
-\frac1\pi\,\mathrm{Im}\,\frac{1}{E-E_k+i\Gamma}=\frac1\pi\,\frac{\Gamma}{(E-E_k)^2+\Gamma^2},
\]

with half-width \(\Gamma\) at half maximum and full width 15.0 meV. After a time \(u\) the averaged amplitude is multiplied by \(e^{-\Gamma u/\hbar}\), and its square by \(e^{-2\Gamma u/\hbar}\). The lifetime in the Born approximation is therefore

\[
\tau=\frac{\hbar}{2\Gamma}=43.9\ \text{fs}.
\]

The group velocity is \((a/\hbar)\,dE_k/dk=(2ta/\hbar)\sin k\). At \(k=\pi/2\) it is \(2ta/\hbar=5.01\times10^5\) m/s, and the distance covered in one lifetime is

\[
\ell=\frac{2ta}{\hbar}\cdot\frac{\hbar}{2\Gamma}=\frac{ta}{\Gamma}=24\,a\,\frac{t^2}{W^2}=66.7\,a=22.0\ \text{nm}.
\]

This length counts every scattering event, including those that leave the direction of motion unchanged. For independent site energies the forward and backward rates are equal, \(1/(2\tau)\) each, so the distance between backscattering events is \(2\ell\). A backscattering event changes the velocity by twice its value, so the mean velocity relaxes at the rate \(2\cdot1/(2\tau)=1/\tau\), and \(\ell\) is also the transport length of Boltzmann theory for this model. It still does not give the conductance of a long chain, because of the localization discussed below.

## Comparison of the estimate with the solution

Dimensional analysis gave the right power law but a value 24 times too large. The golden-rule estimate of 8.8 meV is 18% above the Born value, and both of its guesses can now be traced. The variance is \(W^2/12\), not \(W^2/16\), so the estimate was low there by a factor \(3/4\). For the density of states, the interval \(dk\) holds \(dk/2\pi\) states per site, and two points, \(k=\pm\pi/2\), contribute at \(E=0\):

\[
\rho=2\cdot\frac{1}{2\pi}\cdot\frac{1}{|dE_k/dk|}=\frac1\pi\cdot\frac1{2t}=\frac{1}{2\pi t}.
\]

The flat-band guess \(1/(4t)\) exceeds this by a factor \(\pi/2\), because the levels of a chain crowd towards the band edges and thin out at the centre. The product of the two errors is \((3/4)(\pi/2)=1.18\). The closeness of the estimate is a partial cancellation.

With the correct inputs the golden rule reproduces the Born result:

\[
\pi\sigma^2\rho=\pi\cdot\frac{W^2}{12}\cdot\frac1{2\pi t}=\frac{W^2}{24t}.
\]

As a numerical test, the density of states was found by counting the levels of a clean chain of 3000 sites within \(0.2t\) of the centre. This gives \(\Gamma=7.54\) meV, 0.5% above the formula; the window holds about 190 levels, so one level more or less changes the result by 0.5%.

## Where the Born value holds

### Other energies and the band edge

Inside the band write \(E=-2t\cos q\) with \(0<q<\pi\). The decaying solution for \(\eta\to0^+\) has \(z=e^{iq}\), since \(E+t(z+1/z)=0\) and a small positive \(\eta\) gives \(q\) a positive imaginary part. The equation at \(m=0\) becomes

\[
1=A(-2t\cos q+2te^{iq})=2it\sin q\,A .
\]

Since \(2t\sin q=\sqrt{4t^2-E^2}\), the Born width is

\[
\Gamma(E)=\frac{\sigma^2}{2t\sin q}=\frac{W^2}{12\sqrt{4t^2-E^2}} .
\]

It is smallest at the centre and diverges at the edges, where the density of states diverges. At a distance \(\delta\ll t\) above the lower edge, \(4t^2-E^2=\delta(4t-\delta)\approx4t\delta\), so \(\Gamma\approx\sigma^2/(2\sqrt{t\delta})\). The approximation degrades before it breaks down: with \(\eta=2\) meV the full disorder average, defined below, lies about 10% under the Born width at \(\delta=60\) meV and about 30% under it at \(\delta=30\) meV. It loses its meaning when the width reaches the distance to the edge:

\[
\frac{\sigma^2}{2\sqrt{t\delta}}=\delta
\quad\Rightarrow\quad
\delta=\left(\frac{\sigma^4}{4t}\right)^{1/3}\approx30\ \text{meV}.
\]

### A resonance at the centre

The next corrections are of fourth order, because the odd moments of the distribution vanish. They carry one more factor \(\sigma^2\) and two more propagators, which suggests a relative size \(\sigma^2/(4t^2)=0.0075\) here. One term escapes this estimate at the band centre. In it the electron scatters at two different sites in the order \(n,m,n,m\). The average gives \(\sigma^4\), and three propagators link the four events:

\[
\Sigma^{\times}_{nm}=\sigma^4\,G_0(n-m)^3,\qquad
\Sigma^{\times}(k)=\sigma^4\sum_{m\neq0}G_0(m)^3e^{-ikm}.
\]

Take \(E=0\) and \(k=\pi/2\), and use \(G_0(m)=A(ir)^{|m|}\), so that each step contributes \((ir)^3=-ir^3\). For \(m>0\) the Bloch factor per step is \(-i\), and the product is \(-r^3\). The terms alternate in sign and their sum stays finite. For \(m<0\) the Bloch factor is \(+i\), the product is \(+r^3\), and all terms add in phase:

\[
\sum_{j=1}^{\infty}r^{3j}=\frac{r^3}{1-r^3}\approx\frac{2t}{3\eta},
\]

because \(r\approx1-\eta/(2t)\) for small \(\eta\). With \(A^3\to(-i)^3/(8t^3)=i/(8t^3)\),

\[
\Sigma^{\times}\approx\sigma^4\cdot\frac{i}{8t^3}\cdot\frac{2t}{3\eta}=+\frac{i\sigma^4}{12t^2\eta},
\qquad
\frac{|\Sigma^{\times}|}{\Gamma}\approx\frac{\sigma^2}{6t\eta}=\frac{\Gamma}{3\eta}.
\]

The sign is opposite to that of the Born term, and the size grows without limit as \(\eta\to0\). In the example \(\Gamma=0.015t\), so the predicted ratio is 0.50 at \(\eta=0.010t\) and 1.00 at \(\eta=0.005t\). Direct summation gives 0.493 and 0.993.

Weaker disorder does not cure this by itself. At fixed \(\eta/\Gamma\) this leading ratio is independent of \(W\). It becomes small if \(W\) is reduced at fixed \(\eta\), so that \(\Gamma\ll\eta\).

Elsewhere in the band the factors per step are \(e^{2iq}\) on one side and \(e^{4iq}\) on the other. A geometric sum of such phases diverges when the phase is a multiple of \(2\pi\). For \(4q\) this happens inside the band at \(q=\pi/2\), the centre, and nowhere else; for \(2q\) it happens at the edges. At \(E=-0.6t\) the crossed term is 0.9% of the Born width at both values of \(\eta\).

### The full average

A term that diverges shows that the expansion fails, but not how far the true width departs from the Born value. That was found by simulation without expanding in \(V\). For twelve open chains of one million sites each, the propagator was averaged in the Bloch state with \(E_k=E\), and the self-energy was obtained from

\[
\Sigma_k=E+i\eta-E_k-\frac{1}{\langle G_k\rangle}.
\]

With \(\eta=\Gamma=7.50\) meV held fixed, the ratio of simulated to Born width is

- \(0.948\pm0.003\) at the centre, a width of 7.11 meV;
- \(1.009\pm0.002\) at \(E=-0.6t\).

The uncertainties are standard errors. At \(E=-0.6t\) the Born formula is good to about 1%, the size expected of ordinary fourth-order terms. At the centre it is 5% too large. The crossed term alone would predict a reduction by one third at this \(\eta\), so stopping at fourth order exaggerates the effect several times over. The resonance has the right sign and the right place to explain the reduction, but the simulation does not isolate its share, and the attribution remains a conjecture. The 5% belongs to \(\eta=\Gamma\) and is not an extrapolation to \(\eta=0\).

The statement that survives is definite: \(W^2/(24t)\) is the magnitude of the Born self-energy at the band centre. When \(\eta\) is comparable with \(\Gamma\), the crossed term is comparable with the Born term however weak the disorder, so the expansion gives no guarantee that the Born value is the weak-disorder limit of the width there. The same simulation at \(W=0.4t\) and \(W=0.25t\), each with \(\eta=\Gamma\), still gives a ratio of \(0.95\), so the deficit does not shrink as the disorder is weakened.

### Broadening, localization and band tails

The width \(\Gamma\) describes how an averaged Bloch wave loses its phase memory. It does not tell how far an eigenstate extends. The growth rate of solutions of the Schrödinger equation along the disordered chain gives an amplitude localization length of 96 nm at \(E=0\), or about 4.4 mean free paths; the value 4.34 in the numerical output carries a sampling error of about 0.5%. A wave can therefore scatter several times within one localization length, but on longer scales a picture of free flight between collisions is insufficient.

Nor is \(\Gamma\) the decay energy of a band tail. A Lorentzian extends to all energies, whereas the spectrum of this model is bounded. The magnitude of \(H_0\) is at most \(2t\) and that of \(V\) at most \(W/2\), so no state lies beyond

\[
|E|=2t+\frac W2=1.15\ \text{eV}.
\]

The far wings of the Lorentzian are a product of the constant-width approximation.

## What the chain leaves out

The chain is a model, not a calculation of a particular material. A real amorphous semiconductor is a three-dimensional network. The relation \(\Gamma=\pi\sigma^2\rho\) also holds in the Born approximation for a simple cubic lattice with independent site energies, since its sites are equivalent too. With the same \(t\) and \(W\), and a density of states found by random sampling, it gives a width at the band centre about 10% below that of the chain.

The more serious difference is the energy of the electrons. In an n-channel transistor they occupy states near the band bottom and in the tail. In the chain the centre lies \(2t=1.00\) eV above the bottom, and at 300 K the Boltzmann factor between the two is \(1.6\times10^{-17}\). At one thermal energy above the bottom, \(\delta=25.9\) meV, the edge formula would give

\[
\Gamma\approx\frac{0.00750}{2\sqrt{0.50\times0.0259}}\ \text{eV}\approx33\ \text{meV},
\]

more than four times the value at the centre. It also exceeds \(\delta\), so the Born approximation has already failed there. The band-centre result should not be turned into a mobility for such a device. Phonons, disorder in the hopping and spatial correlation of the site energies are also left out, and their effect has not been sized here. The main values are collected in the numerical output.

## Computed results

```
Hopping t = 0.50 eV
Full disorder width W = 0.30 eV
Site spacing a = 0.33 nm
Temperature = 300 K
W/t = 0.60
Site-energy variance = 0.00750 eV^2
Site-energy rms = 86.6 meV
Clean propagator g, imaginary part = -1.0000 1/eV
Gamma from quadrature = 7.5000 meV
Gamma from W^2/(24t) = 7.5000 meV
Gamma from level counting = 7.54 meV
Born full line width 2 Gamma = 15.00 meV
Born lifetime hbar/(2 Gamma) = 43.9 fs
Group velocity at centre = 5.014e+05 m/s
Born mean free path = 22.0 nm
Born mean free path = 66.7 sites
Crossed term / Born magnitude (absolute value, no unit):
  eta = 0.010 t: centre 0.493, E = -0.6 t 0.0093
  eta = 0.005 t: centre 0.993, E = -0.6 t 0.0094
Simulation eta = 7.50 meV
Simulated/Born width, centre = 0.948 +- 0.003 (standard error)
Simulated/Born width, E = -0.6 t = 1.009 +- 0.002 (standard error)
Simulated width at centre = 7.11 meV
Localization length (amplitude) = 96 nm
Localization length / mean free path = 4.34
Born Gamma, simple cubic network = 6.76 meV
Thermal energy kT = 25.9 meV
Band-edge energy where Born fails = 30.4 meV
Band bottom to centre, 2t = 1.00 eV
Boltzmann factor, bottom to centre = 1.6e-17
```
